# Charge sloshing in metals and its removal by Kerker preconditioning

## Definitions and conventions

A self-consistent calculation takes an input density $n_{\rm in}$, builds the potential it produces, solves for the electrons in that potential, and obtains an output density $n_{\rm out}$. The solution $n^*$ is the density for which the two agree. The residual and the error are

$$R=n_{\rm out}[n_{\rm in}]-n_{\rm in},\qquad e=n_{\rm in}-n^* .$$

Simple mixing adds a fixed fraction $\alpha$ of the residual to the input:

$$n_{\rm in}\;\to\;n_{\rm in}+\alpha R .$$

Hartree atomic units are used: lengths in bohr, energies in hartree. The system is a homogeneous electron gas on a neutralizing background, in an orthogonal periodic cell whose longest edge is $L$. The feedback is the Hartree potential alone. The number of electrons is fixed, so $e$ has no component at $q=0$, and the smallest wavevector it can contain is $2\pi/L$.

The quantity studied is the number of iterations. The run time also depends on the cost of one iteration, which is a separate matter.

The numerical example has density parameter $r_s=2$ bohr and temperature $kT=0.02$ hartree. The gas is three-dimensional, uniform along $y$ and $z$, with period $L$ along $x$. The background is modulated by two cosines, each of amplitude $10^{-3}$ of the mean density: one has wavelength $L$, the other 5 bohr. Each run starts from a uniform density and stops when every Fourier amplitude of the residual is below $10^{-8}$ of the mean density. The runs solve the full nonlinear Hartree problem; the linear theory below is used to explain them.

## How an error returns in the residual

Let the input differ slightly from the solution by a wave $e$ of wavevector $q$. Two things happen in turn.

First, the extra charge changes the potential energy of an electron. Poisson's equation for this energy is $-\nabla^2\delta V=4\pi e$. For a plane wave $-\nabla^2$ becomes $q^2$, so

$$\delta V=v\,e,\qquad v(q)=\frac{4\pi}{q^2}.$$

Second, the electrons respond to this potential. To first order $\delta n_{\rm out}=\chi_0\,\delta V$, where $\chi_0(q)$ is the response of independent electrons. In a homogeneous gas, translation symmetry keeps different wavevectors apart at this order. Since $n_{\rm out}=n^*$ when $e=0$,

$$R=(n^*+\chi_0 v\,e)-(n^*+e)=-(1-\chi_0 v)\,e=-\varepsilon(q)\,e,$$

with $\varepsilon=1-\chi_0v$, the dielectric eigenvalue. Electrons leave regions where their potential energy is raised, so $\chi_0<0$ and $\varepsilon>1$.

The 1 in $\varepsilon$ comes from subtracting the input. The rest comes from Coulomb feedback, and this is the part that can become large.

## The long-wave response of a metal

When the potential varies slowly, each region behaves as a uniform gas with local chemical potential $\mu-\delta V$. This is the Thomas-Fermi approximation. The average of $\delta V$ is zero, so $\mu$ does not shift at first order, and

$$\delta n_{\rm out}=n(\mu-\delta V)-n(\mu)=-\frac{dn}{d\mu}\,\delta V,
\qquad \chi_0\to-\frac{dn}{d\mu}.$$

Therefore

$$\varepsilon(q)=1+\frac{k_{\rm TF}^2}{q^2},\qquad
k_{\rm TF}^2=4\pi\frac{dn}{d\mu}.$$

At low temperature $n=k_F^3/(3\pi^2)$ and $\mu=k_F^2/2$. Then $dn/dk_F=k_F^2/\pi^2$ and $d\mu/dk_F=k_F$, so $dn/d\mu=k_F/\pi^2$ and

$$k_{\rm TF}^2=\frac{4k_F}{\pi}.$$

For the example $k_F=0.9596$ bohr$^{-1}$, which gives $k_{\rm TF}^2=4(0.9596)/\pi=1.222$ bohr$^{-2}$ and $k_{\rm TF}=1.105$ bohr$^{-1}$.

The metal enters through $dn/d\mu\neq0$: electrons at the Fermi level can move at vanishing energy cost. The response then stays finite as $q\to0$ while $v$ grows as $1/q^2$. A local exchange-correlation feedback with finite kernel $f$ would replace $v$ by $v+f$. The added term $-\chi_0 f$ stays finite and does not change the leading $1/q^2$ growth. It does lower $\varepsilon$ when $f<0$, as in the local density approximation, and can bring it below 1 at short wavelengths. The inequality $\varepsilon>1$ and the Kerker bounds derived below hold for Hartree feedback only.

## The correction at shorter wavelengths

The Thomas-Fermi form needs $q\ll2k_F$. To find what replaces it, apply $V\cos(\mathbf q\cdot\mathbf r)$ to plane waves of energy $E_k=k^2/2$. The cosine couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $V/2$. First-order perturbation theory gives the density of one state in volume $\Omega$ as

$$\frac1\Omega\left[1+V\cos(\mathbf q\cdot\mathbf r)
\left(\frac1{E_k-E_{k+q}}+\frac1{E_k-E_{k-q}}\right)\right].$$

The factor $1/2$ in the matrix element has cancelled the 2 from the cross terms. On summing over the occupied sphere, the two fractions contribute equally, because $\mathbf k\to-\mathbf k$ exchanges them. With two spins and $\mathbf q$ along $x$, $E_k-E_{k+q}=-q(k_x+q/2)$, so

$$\chi_0=-\frac4q\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac1{k_x+q/2}.$$

The principal value is taken, since the singular terms of pairs of occupied states cancel. A slice at fixed $k_x$ has area $\pi(k_F^2-k_x^2)$. Put $k_x=k_Ft$ and $u=q/2k_F$:

$$\chi_0=-\frac{k_F}{4\pi^2u}\int_{-1}^{1}\frac{1-t^2}{t+u}\,dt .$$

Now $(1-t^2)/(t+u)=-(t-u)+(1-u^2)/(t+u)$. The first part integrates to $2u$ and the second to $(1-u^2)\ln|(1+u)/(1-u)|$. Hence $\chi_0=-(k_F/\pi^2)F(u)$ and

$$\varepsilon(q)=1+\frac{k_{\rm TF}^2}{q^2}F(u),\qquad
F(u)=\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right| .$$

This is the Lindhard form at zero temperature. Expanding the logarithm gives

$$F=1-\sum_{j\ge1}\frac{u^{2j}}{4j^2-1}\quad(u\le1),\qquad
F=\sum_{j\ge1}\frac{u^{-2j}}{4j^2-1}\quad(u\ge1).$$

The sum of $1/(4j^2-1)$ is $1/2$, because $1/(4j^2-1)=\frac12[1/(2j-1)-1/(2j+1)]$ telescopes. So $F$ falls from 1 to $1/2$ as $u$ goes from 0 to 1, and then falls towards zero. In particular $0<F\le1$.

For small $u$, $F\approx1-u^2/3=1-q^2/(12k_F^2)$. The long-wave correction to $\varepsilon$ is therefore the constant $-k_{\rm TF}^2/(12k_F^2)=-0.11$ in the example. It does not grow with $L$.

The weight of each contribution can be seen at $L=80$ bohr, where $q=2\pi/80=0.0785$ bohr$^{-1}$. Thomas-Fermi theory gives 199.07 and the Lindhard form 198.96. Finite differences of the actual density map give 198.65. The remaining difference is thermal: the level sum at $kT=0.02$ hartree gives $4\pi\,dn/d\mu=1.2199$ bohr$^{-2}$ instead of 1.2218, which lowers $\varepsilon$ by about 0.3.

For the 5 bohr wave, $q=1.257$ bohr$^{-1}$ and the correction matters more. Thomas-Fermi theory gives 1.77, the Lindhard form 1.651 and the density map 1.650.

## What the longest wave does: it limits the step

Insert $R=-\varepsilon e$ into the mixing rule. Subtracting $n^*$ from both sides gives

$$e\;\to\;e+\alpha R=(1-\alpha\varepsilon)\,e .$$

A wave decays if $|1-\alpha\varepsilon|<1$, that is, if $0<\alpha<2/\varepsilon$. All waves must decay, so the largest eigenvalue decides. It belongs to the longest wave:

$$\alpha<\frac2{\varepsilon_{\max}},\qquad
\varepsilon_{\max}\approx1+\left(\frac{k_{\rm TF}L}{2\pi}\right)^2 .$$

The full step $\alpha=1$ shows the physical origin of the limit. The error becomes $(1-\varepsilon)e$. At $L=80$ bohr, a long-wave excess of charge would return in the next input as a deficit about 198 times as large. A small charge imbalance spread over a long distance creates a large potential difference, and the metal answers it with a large transfer of charge. With $\alpha$ above the limit, charge moves back and forth across the cell with growing amplitude. This is charge sloshing. It is a motion in iteration number, not in physical time.

For $L=20$ bohr the measured eigenvalue is 13.248. A run with $\alpha=0.1570$, about 4% above the limit $2/13.248=0.151$, should multiply the long wave by

$$1-0.1570\times13.248\approx-1.08$$

at each step. The nonlinear run gives $-1.079$. Over 40 steps the amplitude grows by a factor of 20.5, compared with $1.0794^{40}\approx21$ for purely geometric growth.

If $\alpha$ is held fixed while the cell is lengthened, stability is lost when $\varepsilon_{\max}=2/\alpha$. Solving for the length with the Thomas-Fermi form of $\varepsilon_{\max}$ gives

$$L_c=\frac{2\pi}{k_{\rm TF}}\sqrt{\frac2\alpha-1}.$$

The value $\alpha=0.0747$, equal to $1/\varepsilon_{\max}$ at 20 bohr with the Thomas-Fermi value $\varepsilon_{\max}=13.379$, gives $L_c=5.684\sqrt{25.76}=28.85$ bohr. With this step the 40 bohr cell is unstable: the program tests that the long-wave residual grows more than fivefold within 12 steps. The growth cannot continue without limit. For $0<\alpha<1$ the new input $(1-\alpha)n_{\rm in}+\alpha n_{\rm out}$ is a weighted average of two non-negative densities with the same mean, so its Fourier amplitudes stay bounded. The linear theory describes only the onset of the sloshing.

## What the short waves do: they pay for the small step

The longest wave need not be slow. If $\alpha=1/\varepsilon_{\max}$, its factor $1-\alpha\varepsilon_{\max}$ vanishes in the linear theory. The slow waves are those with $\varepsilon$ of order 1, for which this step is far too small. A short wave with eigenvalue $\varepsilon_s$ and initial residual $R_0$ reaches a tolerance $\tau$ after

$$N=\frac{\ln(R_0/\tau)}{-\ln(1-\varepsilon_s/\varepsilon_{\max})}
\approx\frac{\varepsilon_{\max}}{\varepsilon_s}\ln\frac{R_0}{\tau}$$

iterations. The last form uses $-\ln(1-x)\approx x$ for small $x$. At fixed $\varepsilon_s$, $R_0$ and $\tau$,

$$N\propto\varepsilon_{\max}\propto L^2\qquad(k_{\rm TF}L\gg2\pi).$$

The growth therefore needs both ends of the spectrum: long waves restrict the step, and short waves then converge slowly.

To evaluate $N$, the initial residual is needed. The starting density is uniform, so the short background modulation $b$ is uncompensated and produces the potential energy $-vb$. The output changes by $-\chi_0vb=(\varepsilon_s-1)b$. Relative to the mean density,

$$R_0=(1.6495-1)\times10^{-3}=6.495\times10^{-4},\qquad
\ln\frac{R_0}{10^{-8}}=11.08 .$$

The runs set the step from the Thomas-Fermi value of $\varepsilon_{\max}$, here and in the table below. For $L=40$ bohr, $\alpha=1/50.517=0.01980$ and $\alpha\varepsilon_s=0.03265$. Thus

$$N=\frac{11.08}{-\ln(1-0.03265)}=\frac{11.08}{0.0332}\approx334 .$$

The run takes 334 iterations. In each of the four cells the program also tests that the 5 bohr wave is the largest component of the final residual.

## What re-tuning the step can gain

Suppose the spectrum runs from $\varepsilon_{\min}$ to $\varepsilon_{\max}$. The slowest factor is the larger of $|1-\alpha\varepsilon_{\min}|$ and $|1-\alpha\varepsilon_{\max}|$. At the best $\alpha$ they are equal: a smaller step slows the first wave, and a larger step slows the second. Setting $1-\alpha\varepsilon_{\min}=\alpha\varepsilon_{\max}-1$ gives

$$\alpha=\frac2{\varepsilon_{\min}+\varepsilon_{\max}},\qquad
|1-\alpha\varepsilon|_{\max}=\frac{\kappa-1}{\kappa+1},\qquad
\kappa=\frac{\varepsilon_{\max}}{\varepsilon_{\min}} .$$

For large $\kappa$, $-\ln[(\kappa-1)/(\kappa+1)]\approx2/\kappa$. Reducing the error by a factor $\delta$ then takes about $(\kappa/2)\ln(1/\delta)$ iterations. The choice $\alpha=1/\varepsilon_{\max}$ takes about $\kappa\ln(1/\delta)$. Re-tuning gains a factor of about two and leaves the power of $L$ unchanged, because $\varepsilon_{\min}$ is set by the shortest waves present and not by $L$.

A scan over seven steps agrees with this. The best scanned count is 48 at 20 bohr and 174 at 40 bohr, a ratio of 3.62. Both values are upper bounds on the best count: the 20 bohr value occurs at $\alpha\varepsilon_{\max}=1.70$, with neighbours 1.6 and 1.8 on a coarse grid, and the 40 bohr value at the largest step scanned, $\alpha\varepsilon_{\max}=1.90$. The ratio of the $\kappa$ values for the two driven waves is $(50.33/1.65)/(13.25/1.65)=3.80$. The counts need not match it closely, since they also depend on the initial amplitudes and on the steps included in the scan.

## What Kerker preconditioning changes

The cause of the growth is the factor $1/q^2$ in $\varepsilon$. Kerker mixing multiplies each Fourier component of the step by a factor that vanishes as $q^2$:

$$n_{\rm in}(q)\;\to\;n_{\rm in}(q)+\alpha\frac{q^2}{q^2+k_0^2}R(q).$$

The error factor becomes $1-\alpha\lambda$, where

$$\lambda(q)=\frac{q^2}{q^2+k_0^2}\left(1+\frac{k_{\rm TF}^2F}{q^2}\right)
=\frac{q^2+k_{\rm TF}^2F}{q^2+k_0^2}.$$

In the Thomas-Fermi limit $F=1$, the choice $k_0=k_{\rm TF}$ makes $\lambda=1$ for every wave, and $\alpha=1$ removes a small error in one step.

With the Lindhard $F$ and $k_0=k_{\rm TF}$, $\lambda\le1$ because $F\le1$. There is also a lower bound. For $q\le2k_F$, $F\ge1/2$ gives $\lambda\ge1/2$. For $q>2k_F$, $F>0$ gives $\lambda>4k_F^2/(4k_F^2+k_{\rm TF}^2)$, which is 0.75 here. Neither bound contains $L$. With $\alpha=1$ the error therefore falls at least by half in each step of the linear theory. The measured values for $q<1.9$ bohr$^{-1}$ lie between 0.88 and 1.00 at $L=20$, 40 and 80 bohr.

The numbers of iterations are:

| $L$ (bohr) | simple, $\alpha=1/\varepsilon_{\max}$ | Kerker, $k_0=k_{\rm TF}$ |
|---:|---:|---:|
| 10 | 22 | 5 |
| 20 | 85 | 5 |
| 40 | 334 | 5 |
| 80 | 1332 | 5 |

From 40 to 80 bohr the simple-mixing count grows as $L^{1.996}$. The Kerker count of 5 follows from the short wave. With $q^2=1.579$ bohr$^{-2}$,

$$\lambda_s=1.6495\times\frac{1.579}{1.579+1.222}=0.930,\qquad
\frac{11.08}{-\ln(1-0.930)}\approx4.2,$$

and the next whole number is 5. This estimate is linear and holds only while the starting potential is small. At fixed relative modulation the long-wave potential $vb$ grows as $L^2$: it is 0.06 hartree at 80 bohr and passes the Fermi energy of 0.46 hartree in a cell about three times longer. The first steps are then nonlinear and the count can exceed 5.

The match $k_0=k_{\rm TF}$ affects the speed, but it is not needed to remove the $L^2$ growth. For any fixed $k_0>0$, $\lambda\to(k_{\rm TF}/k_0)^2$ as $q\to0$, which is independent of $L$. With $k_0=k_{\rm TF}/2$ this limit is 4, so $\alpha=1/4$ suits the long waves. The short wave then has $\alpha\lambda_s=0.346$ and needs $11.08/0.424\approx26.1$ steps. The runs take 27 iterations in all four cells, because the short wave is the slowest and its initial residual does not depend on $L$. If the long wave is the slowest, a weak growth remains, since its initial residual $(\varepsilon-1)b$ grows as $L^2$. For $k_0=2k_{\rm TF}$ and $\alpha=1$ the limit is $\lambda=1/4$, and each doubling of a long cell adds about $\ln4/[-\ln(3/4)]\approx5$ iterations. The count then grows as $\ln L$.

The preconditioner does not alter the solution. Its factor is nonzero for every $q\neq0$, so with $\alpha\ne0$ the update vanishes only if the residual does. The program tests that the two methods reach the same density within twice the convergence tolerance.

## Where the argument stops

The scaling variable is the longest edge, not the volume. A cell filled with the gas and lengthened along its longest edge only has $N\propto L^2$ even though its volume grows only as $L$. A cubic cell of volume $\Omega$ has $N\propto\Omega^{2/3}$.

The result is for a scalar step or a Kerker step applied to the current residual. Methods that combine residuals from earlier iterations follow a different error recursion. In an inhomogeneous metal, waves of different $q$ also mix, and the eigenvalues above, derived for the homogeneous gas, no longer apply wave by wave.

The metallic response is essential. Suppose instead that $\varepsilon$ tends to a finite value $\varepsilon_0$ as $q\to0$, as in a bulk insulator, where $\varepsilon_0$ is the macroscopic dielectric constant. Simple mixing then has a bounded spectrum and no $L^2$ growth. Kerker mixing would give the longest wave

$$\lambda\approx\varepsilon_0\frac{q^2}{k_0^2}
=\frac{\varepsilon_0}{k_0^2}\left(\frac{2\pi}{L}\right)^2 .$$

Short waves still have $\lambda$ near 1 and keep $\alpha$ below about 2. The longest wave would then need a number of iterations growing as $L^2$. The factor that cancels the divergence in a metal would create slow convergence where there is no divergence to cancel.

## Computed results

```
rs = 2.0 bohr, kT = 0.02 hartree
mean density = 0.02984 bohr^-3, kF = 0.9596 bohr^-1
Fermi energy = 0.4604 hartree
kTF = 1.1053 bohr^-1, kTF^2 = 1.2218 bohr^-2
4 pi dn/dmu from level sum = 1.2199 bohr^-2
background modulation / mean density = 1e-03
residual tolerance / mean density = 1e-08
Longest wave: L (bohr), q (bohr^-1), eps measured, TF, Lindhard
   10 0.6283 3.977 4.095 3.982
   20 0.3142 13.248 13.379 13.268
   40 0.1571 50.328 50.517 50.406
   80 0.0785 198.646 199.067 198.956
Short wave: 5 bohr, q = 1.2566 bohr^-1
  eps measured 1.6495, TF 1.7737, Lindhard 1.6513
Spectrum for q < 1.9 bohr^-1: L (bohr), eps min, max; Kerker min, max
   20 1.183 13.248; 0.880 0.990
   40 1.183 50.328; 0.880 0.996
   80 1.183 198.646; 0.880 0.998
Iterations: L (bohr), alpha, simple, predicted; Kerker k0=kTF, kTF/2
   10 0.24421    22 21.5;   5  27
   20 0.07474    85 84.2;   5  27
   40 0.01980   334 333.8;   5  27
   80 0.00502  1332 1331.8;   5  27
Simple-mixing exponent, 20 to 40 bohr = 1.974
Simple-mixing exponent, 40 to 80 bohr = 1.996
Best scanned step, L = 20 bohr: alpha*eps_max = 1.70, iterations = 48
Best scanned step, L = 40 bohr: alpha*eps_max = 1.90, iterations = 174
Ratio of best counts, 40 to 20 bohr = 3.62
Unstable run, L = 20 bohr: alpha = 0.1570
  long-wave residual ratio per step = -1.0794, 1 - alpha*eps = -1.0795
  residual growth over 40 steps = 20.54
Fixed alpha = 0.0747: critical L = 28.85 bohr
```
